# Choosing a Pulsed or Continuous Source in EUV Mirror Contamination Models: verification in Python

```python
# Adsorbate coverage on a mirror under a periodic train of rectangular EUV pulses.
# Rate equation:  d(theta)/dt = a - (a + d + p(t)) * theta
#   theta : fraction of occupied sites      a : arrival rate per empty site (1/s)
#   d     : thermal desorption rate (1/s)   p : cracking rate, nonzero only in a pulse (1/s)
#   tau   : pulse duration (s)              period : time between pulse starts (s)
#   x = (a+d)*period,  phi = p*tau,  duty = tau/period
# Result under test: the closed-form periodic state, and the theorem that its coverage
# stays within factors exp(-phi), exp(+phi) of the continuous-source coverage
#   theta_c = a / (a + d + phi/period).
import math
import numpy as np
import mpmath as mp
from scipy.integrate import solve_ivp
from scipy import constants as const

mp.mp.dps = 50


def periodic_state(a, d, p, tau, period):
    """Coverage at pulse start, at pulse end, and cracked molecules per site and pulse."""
    lam_dark, lam_bright = a + d, a + d + p
    theta_dark, theta_bright = a / lam_dark, a / lam_bright
    loss_b = -math.expm1(-lam_bright * tau)
    loss_d = -math.expm1(-lam_dark * (period - tau))
    loss_cycle = -math.expm1(-lam_bright * tau - lam_dark * (period - tau))
    start = (theta_dark * loss_d + theta_bright * (1 - loss_d) * loss_b) / loss_cycle
    end = theta_bright * loss_b + start * (1 - loss_b)
    cracked = p * (theta_bright * tau + (start - theta_bright) * loss_b / lam_bright)
    return start, end, cracked


def continuous_coverage(a, d, mean_crack_rate):
    return a / (a + d + mean_crack_rate)


def matrix_periodic_state(a, d, p, tau, period):
    """Same quantities from 50-digit matrix exponentials of the vector (theta, cracked, 1)."""
    a, d, p, tau, period = [mp.mpf(v) for v in (a, d, p, tau, period)]
    bright = mp.expm(mp.matrix([[-(a + d + p), 0, a], [p, 0, 0], [0, 0, 0]]) * tau)
    dark = mp.expm(mp.matrix([[-(a + d), 0, a], [0, 0, 0], [0, 0, 0]]) * (period - tau))
    cycle = dark * bright
    start = cycle[0, 2] / (1 - cycle[0, 0])
    end = bright[0, 0] * start + bright[0, 2]
    cracked = cycle[1, 0] * start + cycle[1, 2]
    return start, end, cracked


def from_groups(x, phi, duty, theta_dark=0.3):
    """Rates for period 1 that realize the chosen dimensionless groups."""
    return theta_dark * x, (1 - theta_dark) * x, phi / duty, duty, 1.0


# --- Test: closed forms against direct integration of the rate equation
a, d, p, tau, period = 0.3, 0.4, 4.0, 0.2, 1.0


def integrate_cycle(theta_initial):
    state = [theta_initial, 0.0]
    pulse_end = None
    for rate, duration in ((p, tau), (0.0, period - tau)):
        sol = solve_ivp(lambda t, s: [a - (a + d + rate) * s[0], rate * s[0]],
                        (0, duration), state, method="DOP853", rtol=1e-11, atol=1e-13)
        state = sol.y[:, -1]
        if pulse_end is None:
            pulse_end = state[0]
    return state[0], pulse_end, state[1]


from_empty, from_full = integrate_cycle(0.0)[0], integrate_cycle(1.0)[0]
slope = from_full - from_empty
start_ode = from_empty / (1 - slope)
_, end_ode, cracked_ode = integrate_cycle(start_ode)
start, end, cracked = periodic_state(a, d, p, tau, period)
assert abs(slope - math.exp(-((a + d) * period + p * tau))) < 1e-9
assert abs(start - start_ode) < 1e-9
assert abs(end - end_ode) < 1e-9
assert abs(cracked - cracked_ode) < 1e-9

# --- Test: bounds on coverage and yield over a wide random range of parameters
rng = np.random.default_rng(7)
for _ in range(3000):
    x, phi = 10 ** rng.uniform(-3, 1.4, 2)
    duty, theta_dark = rng.uniform(0.01, 0.99, 2)
    rates = from_groups(x, phi, duty, theta_dark)
    start, end, cracked = periodic_state(*rates)
    theta_c = continuous_coverage(rates[0], rates[1], phi)
    assert end <= theta_c * (1 + 1e-12) and theta_c <= start * (1 + 1e-12)
    assert start / end <= math.exp(phi) * (1 + 1e-12)
    assert cracked <= phi * theta_c * (1 + 1e-12)

# --- Test: the coverage bound also holds for a sine-squared pulse
x, phi, duty = 0.5, 0.8, 0.3
a, d, _, tau, period = from_groups(x, phi, duty)


def shaped_rate(t):
    return 2 * phi / tau * math.sin(math.pi * t / tau) ** 2 if t < tau else 0.0


times = np.linspace(0, period, 2001)
orbits = [solve_ivp(lambda t, s: [a - (a + d + shaped_rate(t)) * s[0]], (0, period), [s0],
                    t_eval=times, max_step=0.005, rtol=1e-9, atol=1e-12).y[0]
          for s0 in (0.0, 1.0)]
difference = orbits[1] - orbits[0]
shaped_start = orbits[0][-1] / (1 - difference[-1])
shaped_orbit = orbits[0] + shaped_start * difference
theta_c = continuous_coverage(a, d, phi / period)
assert shaped_orbit.min() < theta_c < shaped_orbit.max()
assert shaped_orbit.max() / shaped_orbit.min() < math.exp(phi)

# --- Test: leading corrections for small x and phi at a duty that is not small
x, phi, duty = 0.001, 0.002, 0.3
rates = from_groups(x, phi, duty)
start, end, cracked = matrix_periodic_state(*rates)
theta_c = continuous_coverage(mp.mpf(rates[0]), mp.mpf(rates[1]), mp.mpf(phi))
ripple_ratio = float((start / theta_c - 1) / (phi * (1 - duty) / 2))
deficit_ratio = float((1 - cracked / (phi * theta_c)) / ((1 - duty) ** 2 * x * phi / 12))
assert abs(ripple_ratio - 1) < 5e-3
assert abs(deficit_ratio - 1) < 5e-3

# --- Test: short-pulse formulas against the matrix solution with a very short pulse
x, phi, theta_dark = 0.7, 1.3, 0.3
start, end, cracked = [float(v) for v in
                       matrix_periodic_state(*from_groups(x, phi, 1e-7, theta_dark))]
short_start = theta_dark * math.expm1(-x) / math.expm1(-x - phi)
short_cracked = 2 * theta_dark / (1 / math.tanh(x / 2) + 1 / math.tanh(phi / 2))
assert abs(start / short_start - 1) < 1e-5
assert abs(cracked / short_cracked - 1) < 1e-5

# --- Test: strong pulses with small x keep the yield but not a steady coverage
x, phi = 0.01, 5.0
rates = from_groups(x, phi, 1e-7)
strong_start, strong_end, strong_cracked = periodic_state(*rates)
strong_yield_ratio = strong_cracked / (phi * continuous_coverage(rates[0], rates[1], phi))
strong_swing = strong_start / strong_end
assert strong_yield_ratio > 0.99 and strong_swing > 100

# --- Worked example: rough typical values and round model parameters
wavelength_nm = 13.5
mean_power = 1.0            # W/cm2 incident
repetition = 50e3           # Hz
tau = 50e-9                 # s
pressure_torr = 1e-9
temperature = 300.0         # K
molar_mass = 200.0          # g/mol
carbons_per_molecule = 14
sites = 2e14                # 1/cm2
attempt_rate = 1e13         # 1/s
binding_ev = 0.8
cross_section = 1e-17       # cm2, includes secondary electrons
carbon_density = 2.0        # g/cm3
reflectivity = 0.65
heated_depth_nm = 300.0
heat_capacity = 2.0         # J/(cm3 K)
hydrogen_torr = 0.02
carbon_per_h_atom = 1e-3
kb_ev = const.k / const.e


def impingement(torr, grams_per_mol):
    mass = grams_per_mol * 1e-3 / const.N_A
    return torr * const.torr / math.sqrt(2 * math.pi * mass * const.k * temperature) * 1e-4


def desorption(energy_ev, kelvin):
    return attempt_rate * math.exp(-energy_ev / (kb_ev * kelvin))


photon_j = const.h * const.c / (wavelength_nm * 1e-9)
period = 1 / repetition
fluence = mean_power * period
arrival_flux = impingement(pressure_torr, molar_mass)
a = arrival_flux / sites
d = desorption(binding_ev, temperature)
phi = cross_section * fluence / photon_j
p = phi / tau
mean_crack = phi / period
x = (a + d) * period
duty = tau / period
theta_dark, theta_bright = a / (a + d), a / (a + d + p)
theta_c = continuous_coverage(a, d, mean_crack)
start, end, cracked = periodic_state(a, d, p, tau, period)

# Test: double-precision closed forms hold at the tiny exponents of the example
start_mp, end_mp, cracked_mp = matrix_periodic_state(a, d, p, tau, period)
assert abs(float(start / start_mp) - 1) < 1e-11
assert abs(float(end / end_mp) - 1) < 1e-11
assert abs(float(cracked / cracked_mp) - 1) < 1e-11
phi_mp = mp.mpf(p) * mp.mpf(tau)
theta_c_mp = continuous_coverage(mp.mpf(a), mp.mpf(d), phi_mp / mp.mpf(period))
deficit = float(1 - cracked_mp / (phi_mp * theta_c_mp))
deficit_formula = (1 - duty) ** 2 * x * phi / 12
assert abs(deficit / deficit_formula - 1) < 1e-3

# Test: settling time from explicit pulse-by-pulse stepping, starting at dark coverage
keep_b = math.exp(-(a + d + p) * tau)
keep_d = math.exp(-(a + d) * (period - tau))
theta, pulses = theta_dark, 0
target = 0.01 * (theta_dark - start)
while theta - start > target and pulses < 2000000:
    theta = theta_bright + (theta - theta_bright) * keep_b
    theta = theta_dark + (theta - theta_dark) * keep_d
    pulses += 1
pulses_formula = math.log(100) / (x + phi)
assert abs(pulses - pulses_formula) < 3

carbon_atoms_cm3 = carbon_density * const.N_A / 12.011


def growth_nm_per_h(cracks_per_site_s):
    return cracks_per_site_s * sites * carbons_per_molecule / carbon_atoms_cm3 * 1e7 * 3600


def pulse_heating(pulse_fluence):
    return (1 - reflectivity) * pulse_fluence / (heat_capacity * heated_depth_nm * 1e-7)


growth = growth_nm_per_h(cracked / period)

print("INPUTS (rough typical or round model values)")
print(f"wavelength {wavelength_nm} nm; mean power {mean_power} W/cm2")
print(f"repetition rate {repetition/1e3:.0f} kHz; pulse duration {tau*1e9:.0f} ns")
print(f"hydrocarbon pressure {pressure_torr:.0e} Torr; temperature {temperature:.0f} K")
print(f"molar mass {molar_mass:.0f} g/mol; C atoms per molecule {carbons_per_molecule}")
print(f"site density {sites:.0e} 1/cm2; sticking probability 1 on an empty site")
print(f"binding energy {binding_ev} eV; attempt rate {attempt_rate:.0e} 1/s")
print(f"cross-section {cross_section:.0e} cm2; carbon density {carbon_density} g/cm3")
print("RATES AND GROUPS")
print(f"photon energy {photon_j/const.e:.2f} eV; pulse fluence {fluence*1e6:.1f} uJ/cm2")
print(f"arrival flux {arrival_flux:.4e} 1/(cm2 s); arrival rate a {a:.4e} 1/s")
print(f"desorption rate d {d:.4f} 1/s; bright cracking rate p {p:.2f} 1/s")
print(f"mean cracking rate {mean_crack:.4f} 1/s; duty {duty:.2e}")
print(f"x = {x:.4e}; phi = {phi:.4e} (dimensionless)")
print("PERIODIC STATE")
print(f"dark-limit coverage {theta_dark:.4e}; bright-limit coverage {theta_bright:.4e}")
print(f"coverage at pulse start {start:.8e}")
print(f"coverage at pulse end   {end:.8e}")
print(f"continuous-source coverage {theta_c:.8e}")
print(f"start/continuous - 1 = {start/theta_c-1:.4e}; phi(1-D)/2 = {phi*(1-duty)/2:.4e}")
print(f"cracked per site and pulse {cracked:.4e}")
print(f"yield deficit: matrix {deficit:.4e}, formula {deficit_formula:.4e}")
print(f"fraction of arriving molecules cracked {cracked/(a*period):.4f}")
print(f"gross carbon growth {growth:.4f} nm/h")
print(f"pulses to 1% of initial deviation: stepped {pulses}, formula {pulses_formula:.1f}")
print(f"settling time {pulses*period:.3f} s")
print("SWEEP at fixed mean power: rate, phi, start/cont, end/cont, yield/cont, heating")
for rate in (50e3, 1e3, 10.0, 1.0):
    sweep_phi = mean_crack / rate
    s0, s1, y = periodic_state(a, d, sweep_phi / tau, tau, 1 / rate)
    print(f"{rate:7.0f} Hz {sweep_phi:.3e} {s0/theta_c:.6f} {s1/theta_c:.6f} "
          f"{y/(sweep_phi*theta_c):.6f} {pulse_heating(mean_power/rate):.3g} K")
print(f"STRONG PULSE x=0.01, phi=5: yield/cont {strong_yield_ratio:.5f}, "
      f"start/end {strong_swing:.1f}")
print("NEGLECTED EFFECTS")
print(f"heating inputs: reflectivity {reflectivity}, depth {heated_depth_nm:.0f} nm, "
      f"{heat_capacity} J/(cm3 K)")
jump = pulse_heating(fluence)
print(f"pulse heating {jump:.4f} K raises d by "
      f"{100*(desorption(binding_ev, temperature+jump)/d-1):.2f} %")
warm = continuous_coverage(a, desorption(binding_ev, temperature + 5), mean_crack)
print(f"5 K mean rise: coverage times {warm/theta_c:.3f}")
for shift in (-0.05, 0.05):
    moved = continuous_coverage(a, desorption(binding_ev + shift, temperature), mean_crack)
    print(f"binding energy {shift:+.2f} eV: coverage times {moved/theta_c:.3f}")
for label, sign in (("node", -1), ("antinode", 1)):
    factor = (1 + sign * math.sqrt(reflectivity)) ** 2
    local = factor * mean_crack
    local_growth = growth_nm_per_h(local * continuous_coverage(a, d, local))
    print(f"standing-wave {label}: intensity times {factor:.3f}, growth {local_growth:.4f} nm/h")
carbon_flux = cracked / period * sites * carbons_per_molecule
h_needed = carbon_flux / carbon_per_h_atom
h2_flux = impingement(hydrogen_torr, 2.016)
print(f"H atoms to cancel growth at {carbon_per_h_atom:.0e} C per H: {h_needed:.3e} 1/(cm2 s)")
print(f"H2 flux at {hydrogen_torr} Torr {h2_flux:.3e} 1/(cm2 s); "
      f"dissociated share needed {h_needed/(2*h2_flux):.2e}")
print("PASS")
```

It prints:

```
INPUTS (rough typical or round model values)
wavelength 13.5 nm; mean power 1.0 W/cm2
repetition rate 50 kHz; pulse duration 50 ns
hydrocarbon pressure 1e-09 Torr; temperature 300 K
molar mass 200 g/mol; C atoms per molecule 14
site density 2e+14 1/cm2; sticking probability 1 on an empty site
binding energy 0.8 eV; attempt rate 1e+13 1/s
cross-section 1e-17 cm2; carbon density 2.0 g/cm3
RATES AND GROUPS
photon energy 91.84 eV; pulse fluence 20.0 uJ/cm2
arrival flux 1.4341e+11 1/(cm2 s); arrival rate a 7.1704e-04 1/s
desorption rate d 0.3636 1/s; bright cracking rate p 271.84 1/s
mean cracking rate 0.6796 1/s; duty 2.50e-03
x = 7.2858e-06; phi = 1.3592e-05 (dimensionless)
PERIODIC STATE
dark-limit coverage 1.9683e-03; bright-limit coverage 2.6342e-06
coverage at pulse start 6.86889885e-04
coverage at pulse end   6.86880572e-04
continuous-source coverage 6.86885229e-04
start/continuous - 1 = 6.7791e-06; phi(1-D)/2 = 6.7791e-06
cracked per site and pulse 9.3362e-09
yield deficit: matrix 8.2112e-12, formula 8.2112e-12
fraction of arriving molecules cracked 0.6510
gross carbon growth 0.4692 nm/h
pulses to 1% of initial deviation: stepped 220577, formula 220576.2
settling time 4.412 s
SWEEP at fixed mean power: rate, phi, start/cont, end/cont, yield/cont, heating
  50000 Hz 1.359e-05 1.000007 0.999993 1.000000 0.117 K
   1000 Hz 6.796e-04 1.000340 0.999660 1.000000 5.83 K
     10 Hz 6.796e-02 1.034152 0.966205 0.999794 583 K
      1 Hz 6.796e-01 1.350300 0.684355 0.979899 5.83e+03 K
STRONG PULSE x=0.01, phi=5: yield/cont 0.99694, start/end 148.4
NEGLECTED EFFECTS
heating inputs: reflectivity 0.65, depth 300 nm, 2.0 J/(cm3 K)
pulse heating 0.1167 K raises d by 1.21 %
5 K mean rise: coverage times 0.813
binding energy -0.05 eV: coverage times 0.327
binding energy +0.05 eV: coverage times 1.424
standing-wave node: intensity times 0.038, growth 0.0472 nm/h
standing-wave antinode: intensity times 3.262, growth 0.6191 nm/h
H atoms to cancel growth at 1e-03 C per H: 1.307e+15 1/(cm2 s)
H2 flux at 0.02 Torr 2.857e+19 1/(cm2 s); dissociated share needed 2.29e-05
PASS
```
